# Kinetic balance and the missing small-component function of a p shell, part 2

A four-component basis is built by a rule: for each large Gaussian $r^le^{-ar^2}Y_{lm}$, add small spherical Gaussians with $l\pm1$ and the same exponent. For p$_{1/2}$ this omits $r^2e^{-ar^2}Y_{00}$, the sixth Cartesian d function (the s contaminant).

Units are hartree atomic units, with $c=137.035999$, $V=-Z/r$ and energies $E$ measured from the rest energy $c^2$. The radial functions are $f$ (large) and $g$ (small), with $\kappa=1$ for p$_{1/2}$ and $\kappa=-2$ for p$_{3/2}$. They obey $Vf+cD^\dagger g=Ef$ and $cDf+(V-2c^2)g=Eg$, where

$$D_\kappa f = f'+\frac{1+\kappa}{r}f,\qquad D^\dagger=-D_{-\kappa},\qquad D^\dagger Df=2Tf,$$

$D$ is $D_\kappa$ with the index dropped, and $T$ is the kinetic energy.

With large functions $\chi_j$, small functions $\phi_i$, coefficients $x$ of $f$, $\Pi_{ij}=\langle\phi_i|D|\chi_j\rangle$, and overlap and potential matrices $S^{LL},S^{SS},V^{LL},V^{SS}$, the eliminated equation is

$$\left\{V^{LL}+c^2\,\Pi^{\mathsf T}\left[(2c^2+E)S^{SS}-V^{SS}\right]^{-1}\Pi\right\}x=E\,S^{LL}x .$$

As $c\to\infty$ the kinetic matrix becomes $T'$ instead of the true matrix $T$. With $P_S$ the projector on the small space,

$$T'_{ij}=\tfrac12\langle D\chi_i|P_S|D\chi_j\rangle,\qquad x^{\mathsf T}(T-T')\,x=\tfrac12\left\|(1-P_S)\,Df\right\|^2\ \ge 0 .$$

Three small bases are compared: "sph" follows the rule; "RKB" (restricted kinetic balance) takes $\phi_j=D\chi_j$; "cart" is sph plus the contaminant. RKB and cart are balanced: they contain every $D\chi_j$, so $T'=T$. For p$_{1/2}$ in sph, $T'=S^{LL}K^{-1}S^{LL}$ with $K_{ij}=\langle\chi_i|T^{-1}|\chi_j\rangle$. For p$_{3/2}$, sph and RKB coincide.

The example is hydrogen-like Na$^{10+}$, $Z=11$, with a point nucleus of infinite mass; exact levels come from the Dirac–Coulomb formula. The deficit is the RKB energy minus the sph energy of 2p$_{1/2}$. With one Gaussian it is $5.4675$ Eh, and the sph 2p splitting is 224 times the exact one. "The program" is the numerical check accompanying the text.

Q: One Gaussian is a crude basis. Since $r^2e^{-ar^2}=-\partial_ae^{-ar^2}$, two neighbouring exponents can imitate the missing function by a difference.

A: They can, and this limits my claim. For neighbours $a$ and $\beta a$,

$$\frac{e^{-ar^2}-e^{-\beta ar^2}}{(\beta-1)a}=r^2e^{-ar^2}\left[1-\tfrac12(\beta-1)ar^2+\dots\right],$$

from the series of $1-e^{-(\beta-1)ar^2}$. The distance of the missing function from the spherical space goes to zero as $\beta\to1$, and with it the elements of $T-T'$ between the individual basis functions. The loss does not vanish over the whole large space, because the large basis forms differences too. For two exponents it tends to the span of $re^{-ar^2}$ and $r^3e^{-ar^2}$, and $D\,r^3e^{-ar^2}=(5r^2-2ar^4)e^{-ar^2}$ has an $r^4$ term outside the limiting small space spanned by $e^{-ar^2}$ and $r^2e^{-ar^2}$. How far a given level recovers has to be computed. I use even-tempered sets $a_k=a_0\beta^kZ^2$, $k=0,\dots,N-1$, with $a_0$ and $\beta$ chosen for each $N$ to minimize the Schrödinger 2p energy. Energies are in Eh and $a_0$ in bohr$^{-2}$.

| $N$ | $a_0$ | $\beta$ | 2p$_{1/2}$ RKB | 2p$_{1/2}$ sph | 2p$_{3/2}$ |
|---|---|---|---|---|---|
| 1 | 0.04527 | – | −13.709356 | −19.176858 | −13.697393 |
| 2 | 0.03239 | 4.30 | −14.943122 | −15.446123 | −14.923104 |
| 3 | 0.02637 | 3.40 | −15.102600 | −15.432708 | −15.080084 |
| 4 | 0.02202 | 2.97 | −15.142834 | −15.174982 | −15.119195 |
| 6 | 0.01721 | 2.50 | −15.154431 | −15.156954 | −15.130153 |
| 8 | 0.01438 | 2.26 | −15.155417 | −15.155655 | −15.131000 |
| exact | | | −15.155559 | −15.155559 | −15.131096 |

| $N$ | splitting RKB | splitting sph | deficit |
|---|---|---|---|
| 1 | 0.011964 | 5.479465 | 5.467502 |
| 2 | 0.020018 | 0.523020 | 0.503001 |
| 3 | 0.022517 | 0.352624 | 0.330108 |
| 4 | 0.023639 | 0.055787 | 0.032148 |
| 6 | 0.024279 | 0.026801 | 0.002522 |
| 8 | 0.024417 | 0.024655 | 0.000238 |
| exact | 0.024463 | 0.024463 | |

The deficit falls with $N$, though not evenly: it drops by a factor of 11 from $N=1$ to 2, by only 1.5 from 2 to 3, and by 10 from 3 to 4. I have no derived explanation of the slow step. For all six sets the program tests that the spherical 2p$_{1/2}$ energy lies below the exact level and the RKB energy above it, and that the spherical splitting is further from the exact one than the RKB splitting. That sph ends below the exact level is a finding for these sets and not a theorem: it happens when the deficit exceeds the ordinary incompleteness error of the large basis. For $N=4$ that error is $15.155559-15.142834=0.012725$ Eh against a deficit of $0.032148$ Eh, and for $N=8$ it is $0.000142$ Eh against $0.000238$ Eh.

The splitting suffers more than the energy. In a balanced basis the two $j$ levels share the same matrices $T$ and $V^{LL}$, so the nonrelativistic incompleteness error cancels exactly in their difference. In the spherical basis the deficit enters the difference whole, as the second table shows: splitting sph equals splitting RKB plus deficit. Relative to the exact splitting, $N=4$ gives $-3.4\%$ with RKB and $+128\%$ with sph ($0.6433$ eV and $1.5180$ eV against $0.6657$ eV), $N=6$ gives $-0.8\%$ and $+9.6\%$, and $N=8$ gives $-0.2\%$ and $+0.8\%$.

With 22 exponents, $a_0=0.005$ bohr$^{-2}$ and $\beta=2$, the 2p$_{1/2}$ level is $-15.155557$ Eh with RKB and $-15.155560$ Eh with sph, and 2p$_{3/2}$ is $-15.131095$ Eh. There your rule does no visible harm to 2p. So the true statement carries a condition: the omission ruins the p$_{1/2}$ energy in a compact basis, and its effect fades, not necessarily at every step and always from the side of too little kinetic energy, as the exponents become many and dense.

Q: How do you know the extra splitting is not some badly converged spin–orbit term?

A: A relativistic term must vanish as $c\to\infty$, and $c$ is a parameter we can turn. In a balanced basis the terms of order $c^0$ are identical for the two $j$, so the splitting starts at $c^{-2}$. For $N=2$, multiplying $c$ by ten takes the RKB splitting from $0.020018$ to $0.000200$ Eh, the factor of a hundred expected. The spherical splitting goes from $0.523020$ to $0.506654$ Eh and approaches $0.506490$ Eh, the difference between the Schrödinger energies computed with $T$ and with $T'$. Both behaviours are tested.

Q: Is only the lowest p$_{1/2}$ level affected?

A: No. At $c\to\infty$, $T'\le T$ lowers every Rayleigh quotient, so by the min–max characterization of eigenvalues every root of the p$_{1/2}$ block can only fall. The second root shows it strongly. For $N=2,3,4,6,8$ RKB gives $5.6424$, $-0.6436$, $-3.4837$, $-5.4419$ and $-6.1283$ Eh, approaching the exact 3p$_{1/2}$ level at $-6.7331$ Eh from above; these bases were tuned for 2p and describe 3p poorly. The spherical basis gives $-11.7985$, $-8.2410$, $-9.2252$, $-8.3671$ and $-7.8331$ Eh, all below the exact level, which is tested, and in a range where the ion has no p$_{1/2}$ state. At $N=8$, where the 2p deficit is only $0.000238$ Eh, the second root has dropped by $1.70$ Eh. A converged-looking lowest level therefore does not certify the rest of the block. I have no derived explanation of why the second root suffers so much more than the first, and the program does not test whether that root is a distorted 3p or an artefact. In the 22-function basis the second root is $-6.7341$ Eh with sph and $-6.7330$ Eh with RKB.

Q: If I restore the sixth d function, the p$_{1/2}$ block has two small functions for each large one. Does the surplus not cause trouble of its own, and do I get the RKB answer?

A: Enlarging the small space at a fixed large space cannot lower an electronic root. Let there be $N_L$ large and $N_S$ small functions. On vectors with only small components the Rayleigh quotient is below $-2c^2$, because $V<0$, so at least $N_S$ roots lie below $-2c^2$ and the electronic roots are among the top $N_L$. The $k$-th root from the top is the maximum, over $k$-dimensional subspaces, of the minimum Rayleigh quotient in the subspace. A larger total space offers all the old subspaces and more, so that root cannot decrease. Both sph and RKB are subspaces of cart, hence $E_{\rm sph}\le E_{\rm cart}$ and $E_{\rm RKB}\le E_{\rm cart}$ root by root at any $c$, and each added small function adds one root below $-2c^2$. The program tests both inequalities on all Na$^{10+}$ roots for $N\le4$, to a tolerance of $10^{-5}$ Eh. That tolerance is too coarse to fix the sign of the cart–RKB gap of the lowest root, which is checked separately below for $N=2$.

The size of $E_{\rm cart}-E_{\rm RKB}$ follows from the eliminated equation. Put $g=Df$, $W=E-V$ and $W_P=P_SWP_S$. The coupling term is

$$c^2\langle g|(2c^2+W_P)^{-1}|g\rangle=\tfrac12\langle g|P_S|g\rangle-\frac{\langle g|W_P|g\rangle}{4c^2}+\frac{\langle g|W_P^2|g\rangle}{8c^4}-\dots,$$

the inverse being taken within the small space and expanded as a geometric series in $W_P/2c^2$, which converges when the finite matrix $W_P$ is smaller than $2c^2$ in norm. In a balanced space $P_Sg=g$ for every $f$ in the large space. The first two terms are then $\tfrac12\|g\|^2$ and $-\langle g|W|g\rangle/4c^2$, which do not depend on the small space, and the third is $\langle g|WP_SW|g\rangle/8c^4$. The two effective Hamiltonians differ first at order $c^{-4}$, so first-order perturbation theory with the normalized Schrödinger vector $f$ gives the leading difference. The constant $E$ in $W$ drops out because $(P_{\rm cart}-P_{\rm RKB})g=0$, and the two signs of $-V$ multiply to plus:

$$E_{\rm cart}-E_{\rm RKB}=\frac{\langle g|V(P_{\rm cart}-P_{\rm RKB})V|g\rangle}{8c^4}+O(c^{-6}).$$

It is non-negative because the difference of nested projectors is a projector. For $N=2$ the gap is $2.4883\times10^{-6}$ Eh at the physical $c$ and $1.5501\times10^{-7}$ Eh at $2c$, a ratio of $16.05$; the formula gives $2.4775\times10^{-6}$ and $1.5485\times10^{-7}$ Eh. The ratio and the agreement at $2c$ are tested. For the 2p$_{1/2}$ level of Na$^{10+}$ the choice between cart and RKB is thus a matter of microhartrees, $-15.142830$ against $-15.142834$ Eh at $N=4$.

For one exponent the gap vanishes at every $c$. With $b=2a$, the cart space is spanned by $g=(3-br^2)e^{-ar^2}$ and $u=(1-2br^2)e^{-ar^2}$, and the product of the prefactors is $3-7br^2+2b^2r^4$. With weight $r^2e^{-br^2}$ the averages of $br^2$ and $b^2r^4$ are $\tfrac32$ and $\tfrac{15}4$, and $3-\tfrac{21}2+\tfrac{15}2=0$, so $\langle u|g\rangle=0$, which also means that $u$ has no coupling $\Pi$ to $\chi$. With weight $re^{-br^2}$ they are $1$ and $2$, and $3-7+4=0$, so $\langle u|1/r|g\rangle=0$. The function $u$ decouples completely. The second zero is a property of the $1/r$ potential and need not hold for an extended nucleus or a screened field.

Q: You called RKB energies upper bounds a while ago. Are they?

A: At $c\to\infty$ they are. At finite $c$ the bound belongs to a complete small space. There the eliminated operator $V+c^2D^\dagger(2c^2+E-V)^{-1}D$ is the exact one, and, provided it is bounded below, its lowest eigenvalue in the large basis, $\lambda_b(E)$, is at least the exact $\lambda(E)$ at each $E$. At the exact energy $\lambda_b(E)-E\ge\lambda(E)-E=0$, and $\lambda_b(E)-E$ decreases with $E$ because $E$ stands in the denominator, so the solution of $\lambda_b(E)=E$ lies at or above the exact energy. RKB and cart lie at or below that bounded value, by an amount whose leading term is formally of order $c^{-4}$ as above. That the RKB entries in the table lie above the exact level is therefore a tested fact for these sets. The spherical basis falls short of the bounded value at order $c^0$.

Q: I would expect all this to matter most for heavy atoms.

A: For a hydrogen-like ion the scaling says the opposite, in relative terms. Put $r=s/Z$. Then $V=-Z^2/s$, $cD=Z^2(c/Z)D_s$ and $2c^2=Z^2\cdot2(c/Z)^2$, so with exponents proportional to $Z^2$ every root is $Z^2$ times a function of $c/Z$. The deficit starts at order zero in $Z/c$ and goes as $Z^2$. The true splitting starts at second order and goes as $Z^2(Z/c)^2$. At leading order their ratio goes as $(c/Z)^2$, so the false splitting is worst for light nuclei.

For Tl$^{80+}$, $Z=81$, with the $N=4$ set, 2p$_{1/2}$ is $-920.0872$ Eh with RKB, $-921.7483$ Eh with sph and $-919.1034$ Eh with cart, against the exact $-930.9943$ Eh. The deficit is $1.6611$ Eh. It is 1.8% of the exact splitting of $92.1331$ Eh, whereas for sodium it was 131%. Divided by $Z^2$ it is $2.5\times10^{-4}$ Eh, against $2.7\times10^{-4}$ Eh for sodium, but this near equality is no evidence of $Z^2$ scaling at such a charge. Measured from cart instead of RKB, the same quantity is $2.6449/81^2=4.0\times10^{-4}$ Eh for thallium and still $2.7\times10^{-4}$ Eh for sodium. The higher orders in $Z/c$ are not small here, and the $Z^2$ law describes only the leading term.

Two features of these numbers differ from the sodium case. First, the spherical energy is above the exact level, and both its energy and its splitting ($83.9503$ Eh, against $82.2892$ Eh for RKB and $81.3054$ Eh for cart) are closer to the exact values than the balanced ones. The RKB error is $+10.9071$ Eh, much larger than the deficit, so the lowering that comes with the spherical small basis cancels a part of a larger error of opposite sign, and $+9.2460$ Eh remains. This agreement carries no merit: it is a partial cancellation found in this one basis, and it need not recur in another. One feature that the basis cannot reproduce is the behaviour at the origin. There the terms in $1/r$ dominate, and $f=f_0r^{\gamma-1}$, $g=g_0r^{\gamma-1}$ give $Df=(\gamma+\kappa)f/r$ and $D^\dagger g=-(\gamma-\kappa)g/r$, so that $-Zf_0-c(\gamma-\kappa)g_0=0$ and $c(\gamma+\kappa)f_0-Zg_0=0$, whence $\gamma^2=\kappa^2-(Z/c)^2$. For $Z/c=81/137.036=0.591$ and $\kappa=1$, $\gamma=0.807$, and both components diverge as $r^{-0.19}$, which four exponents tuned to the Schrödinger 2p function, linear in $r$ at the origin, are not made to follow. How much of the 11 Eh comes from this has not been computed. For 2p$_{3/2}$, where $\gamma-1$ is positive and nothing diverges, the error is $838.8612-837.7980=1.0632$ Eh. Second, cart and RKB now differ by $0.98$ Eh, so the choice between balanced schemes is no longer negligible at this $Z$ and basis size.

Q: All of this comes from a radial program with the reduction built in. My code uses scalar Gaussians times spin functions in three dimensions.

A: The program does that calculation too. It takes scalar overlap, nuclear-attraction and gradient integrals over s, p and d shells from PySCF, forms $c\,\boldsymbol\sigma\cdot\mathbf p$ between the p shell and the s and d shells with explicit Pauli matrices, and diagonalizes the four-component matrix with no use of $\kappa$ or $D$. Each exponent gives 6 large spinors and either 12 small ones with spherical d or 14 with Cartesian d. For both ions and $N=1,2,4$ it tests that exactly $6N$ roots lie above $-c^2$ and that they match the radial roots, p$_{1/2}$ twice and p$_{3/2}$ four times, within a relative tolerance of $10^{-6}$ plus an absolute one of $10^{-5}$ Eh. The spherical run reproduces the sph numbers and the Cartesian run the cart numbers. It also tests that the s–d overlap vanishes for spherical d and does not for Cartesian d. The only difference between the two runs is the pair of spinors $r^2e^{-ar^2}$ times spin up or down for each exponent.

Q: How far does the argument reach beyond one electron and one centre?

A: The identity $T-T'=\tfrac12\langle D\chi|(1-P_S)|D\chi\rangle$ does not involve the potential, so at $c\to\infty$ the same defective kinetic matrix appears for a finite nucleus, a screened field or a mean-field many-electron atom; in its three-dimensional form, with $\boldsymbol\sigma\cdot\mathbf p$ in place of $D$, it holds for contracted functions and for molecules as well. The closed formula $T'=S^{LL}K^{-1}S^{LL}$ is narrower: it rests on $D^\dagger$ mapping the small functions onto the large ones, and it was derived here for uncontracted p$_{1/2}$ functions on one centre with the same exponents in both components. Extra small s functions from any source enlarge $P_S$ and can only reduce the loss. The energies quoted here are for hydrogen-like ions with these even-tempered sets, and the size of the effect elsewhere has to be computed from $T-T'$ for the basis in hand.

Q: Then in my code I should either keep the small $l+1$ shells Cartesian or build each small function as $\boldsymbol\sigma\cdot\mathbf p$ on its large partner.

A: For uncontracted functions either choice puts $\boldsymbol\sigma\cdot\mathbf p\,\chi$ in the small space. For a contracted large function, apply $\boldsymbol\sigma\cdot\mathbf p$ to the whole contraction or leave the small Cartesian functions uncontracted: for unnormalized primitives the $r^{l+1}$ term of each derivative carries that primitive's factor $a$, which the $r^{l-1}$ term lacks, so a small $l+1$ shell contracted with the large coefficients is in general not balanced. If you prefer spherical shells, add $r^{l+1}e^{-ar^2}Y_{l-1,m}$ explicitly: one function $r^2e^{-ar^2}Y_{00}$ for each p exponent, three functions $r^3e^{-ar^2}Y_{1m}$ for each d exponent, which are the contaminants that distinguish ten Cartesian f functions from seven spherical ones. To check the result, raise $c$ by a factor of ten and see whether the p$_{1/2}$–p$_{3/2}$ splitting falls by a factor of about a hundred. That factor is expected only when $Z/c$ is already small; for a heavy nucleus the terms beyond $c^{-2}$ are not small at the physical $c$, so compare two enlarged values, such as $10c$ and $100c$. The step from $c$ to $10c$ is a sharp check only while the deficit is not negligible against the splitting at $10c$, as in a compact basis. With the 22 exponents used above for sodium, the deficit of the lowest level is about $2.4\times10^{-6}$ Eh, and the spherical basis would nearly pass between $c$ and $10c$ although the functions are missing. At $100c$ the true splitting has shrunk by about $10^4$, to $2.4\times10^{-6}$ Eh, the size of the deficit, so from $10c$ to $100c$ the factor drops to about fifty and the defect shows.

## Numbers as computed

```
c = 137.035999 a.u.; 1 Eh = 27.211386 eV
l=1: T'/T (dimensionless) j=l-1/2 0.600000, j=l+1/2 1.000000
l=2: T'/T (dimensionless) j=l-1/2 0.714286, j=l+1/2 1.000000
l=3: T'/T (dimensionless) j=l-1/2 0.777778, j=l+1/2 1.000000
one Gaussian, c=inf: a*/Z^2 = 0.045271 bohr^-2, E/Z^2 balanced -0.113177 Eh
  sph at a* -0.158448 Eh; sph reoptimised -0.188628 Eh at a/Z^2 = 0.125752 bohr^-2
Na10+ exact Dirac: 2p1/2 -15.155559, 2p3/2 -15.131096, 3p1/2 -6.733084 Eh
  exact splitting 0.024463 Eh = 0.6657 eV; Schrodinger 2p -15.125000 Eh
N=1: a = 5.47767 bohr^-2, T = 13.69417 Eh, T' = 8.21651 Eh
  rkb: V_LL -27.38857, V_SS -54.77715, c*Pi 717.1626, 2c^2 37557.730 Eh
  sph: V_LL -27.38857, V_SS -41.08286, c*Pi 555.5117, 2c^2 37557.730 Eh
N=1 a0=0.04527 bohr^-2 beta=1.00: 2p1/2 rkb -13.709356 sph -19.176858; 2p3/2 -13.697393 Eh
    split rkb 0.011964 sph 5.479465; deficit 5.467502 Eh
    2p1/2 cart -13.709356 Eh; splits rkb 0.3255 sph 149.1039 eV
N=2 a0=0.03239 bohr^-2 beta=4.30: 2p1/2 rkb -14.943122 sph -15.446123; 2p3/2 -14.923104 Eh
    split rkb 0.020018 sph 0.523020; deficit 0.503001; root2 rkb 5.6424 sph -11.7985 Eh
    2p1/2 cart -14.943120 Eh; splits rkb 0.5447 sph 14.2321 eV
N=3 a0=0.02637 bohr^-2 beta=3.40: 2p1/2 rkb -15.102600 sph -15.432708; 2p3/2 -15.080084 Eh
    split rkb 0.022517 sph 0.352624; deficit 0.330108; root2 rkb -0.6436 sph -8.2410 Eh
    2p1/2 cart -15.102597 Eh; splits rkb 0.6127 sph 9.5954 eV
N=4 a0=0.02202 bohr^-2 beta=2.97: 2p1/2 rkb -15.142834 sph -15.174982; 2p3/2 -15.119195 Eh
    split rkb 0.023639 sph 0.055787; deficit 0.032148; root2 rkb -3.4837 sph -9.2252 Eh
    2p1/2 cart -15.142830 Eh; splits rkb 0.6433 sph 1.5180 eV
N=6 a0=0.01721 bohr^-2 beta=2.50: 2p1/2 rkb -15.154431 sph -15.156954; 2p3/2 -15.130153 Eh
    split rkb 0.024279 sph 0.026801; deficit 0.002522; root2 rkb -5.4419 sph -8.3671 Eh
N=8 a0=0.01438 bohr^-2 beta=2.26: 2p1/2 rkb -15.155417 sph -15.155655; 2p3/2 -15.131000 Eh
    split rkb 0.024417 sph 0.024655; deficit 0.000238; root2 rkb -6.1283 sph -7.8331 Eh
N=2, c x10: split rkb 0.000200, sph 0.506654 Eh; c=inf sph 0.506490 Eh
N=1 |cart-rkb| = 7.1e-15 Eh (round-off)
N=2 cart-rkb: 2.4883e-06 Eh at c, 1.5501e-07 Eh at 2c, ratio 16.05
  leading c^-4 term: 2.4775e-06 Eh at c, 1.5485e-07 Eh at 2c
dense N=22 a0=0.005 bohr^-2 beta=2.0: 2p1/2 rkb -15.155557 sph -15.155560; 2p3/2 -15.131095 Eh
    root2 rkb -6.7330 sph -6.7341 Eh
Tl80+ exact: 2p1/2 -930.9943, 2p3/2 -838.8612, split 92.1331 Eh
  N=4: 2p1/2 rkb -920.0872 sph -921.7483 cart -919.1034; 2p3/2 -837.7980 Eh
  N=4: split rkb 82.2892 sph 83.9503 cart 81.3054 Eh
```
